# Why squared Kleinman-Bylander projector overlaps are not angular-momentum charges

**Question**

I have a plane-wave code with norm-conserving pseudopotentials in Kleinman-Bylander form. For every band it already computes the overlaps $\langle\chi_{alm}|\psi\rangle$ with the projectors of each atom $a$. I squared them, summed over $m$, and plotted the results as s and p charges.

The plot changes when I switch to a pseudopotential with a different local part, although the bands hardly move. If the s channel is taken as local, the s charge disappears altogether. Have I missed a normalisation factor? If not, what should I plot, and do these squares mean anything?

**Answer**

No normalisation factor will cure this. The projector describes where one channel of the potential differs from the chosen local potential. It is not an atomic orbital, and one such function per channel cannot represent every radial shape that $\psi$ may take near the atom. For charges, use sphere integrals or projections onto atomic orbitals, the latter together with their spilling. The squares you have do mean something: multiplied by the strengths of the projectors, they give an energy.

I use hartree atomic units, real spherical harmonics and one electron in one orbital. For a band structure, multiply by occupations and sum. The norm-conserving form enters through the ordinary normalisation $\langle\psi|\psi\rangle=1$, with no extra overlap operator.

**The same atom can have many projectors**

Let $\phi_{lm}$ be the normalised reference orbital of the ion, with $(T+V_l)\phi_{lm}=\varepsilon_l\phi_{lm}$. Choose a local potential $V_{\rm loc}$ and define

$$
\delta V_l=V_l-V_{\rm loc},\qquad
\chi_{lm}=\delta V_l\,\phi_{lm},\qquad
E_l=\frac{1}{\langle\phi_{lm}|\delta V_l|\phi_{lm}\rangle},
$$

assuming that the denominator is not zero. The nonlocal potential of one ion is $V_{\rm NL}=\sum_{lm}|\chi_{lm}\rangle E_l\langle\chi_{lm}|$. Acting on the reference orbital, it gives

$$
V_{\rm NL}\phi_{lm}
=\chi_{lm}\,E_l\,\langle\phi_{lm}|\delta V_l|\phi_{lm}\rangle
=\chi_{lm}=\delta V_l\,\phi_{lm}.
$$

Hence $(T+V_{\rm loc}+V_{\rm NL})\phi_{lm}=(T+V_l)\phi_{lm}=\varepsilon_l\phi_{lm}$. The orbital and its energy do not depend on $V_{\rm loc}$, but $\chi_{lm}$ does. If $V_{\rm loc}=V_s$, then $\delta V_s=0$ and there is no s projector. The s electron is still there.

The raw square also has the wrong dimension. Since $\chi$ is an energy times an orbital, $|\langle\chi|\psi\rangle|^2$ is an energy squared. Replacing $\chi$ by $\lambda\chi$ and $E$ by $E/\lambda^2$, with $\lambda$ real, leaves $V_{\rm NL}$ unchanged and multiplies the square by $\lambda^2$.

**What normalising the projector achieves**

Set $\hat\chi=\chi/\|\chi\|$. For the reference orbital itself the squared overlap is now dimensionless:

$$
w_l=\frac{\langle\phi|\delta V_l|\phi\rangle^2}{\langle\phi|\delta V_l^2|\phi\rangle}.
$$

It still depends on $V_{\rm loc}$. Suppose that in the s channel $\delta V_s$ is a bump of fixed height and shape and of radius $c$. As $c\to0$, $\phi_s$ is nearly constant across the bump, so the numerator is proportional to $(c^3)^2$ and the denominator to $c^3$. Thus $w_s\propto c^3\to0$, for the same orbital at the same energy.

To see what is missing for a general state, expand it about the atom as $\psi(\boldsymbol\tau+\mathbf r)=\sum_{lm}\psi_{lm}(r)Y_{lm}(\hat{\mathbf r})$. Let the projector vanish beyond $r_c\le R$. Take its normalised radial part as the first member $f_1$ of a complete orthonormal set of radial functions on $0<r<R$, with weight $r^2$. Parseval's relation gives

$$
Q_{lm}(R)\equiv\int_0^R r^2|\psi_{lm}(r)|^2dr
=|\langle\hat\chi_{lm}|\psi\rangle|^2
+\sum_{n\ge2}\left|\int_0^R r^2f_n\psi_{lm}\,dr\right|^2 .
$$

The projector weight is one term of the sphere charge, and therefore a lower bound to it. The two are equal if $\psi_{lm}$ is proportional to the radial part of $\chi$ inside the sphere. Being proportional to $\phi_l$ is not enough.

**Two definitions that do give charges**

The first is the sphere charge $Q_{lm}(R)$. At the $\Gamma$ point, $\psi=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, where $\Omega$ is the cell volume. Put the origin on the atom and insert

$$
e^{i\mathbf G\cdot\mathbf r}
=4\pi\sum_{lm}i^lj_l(Gr)Y_{lm}(\hat{\mathbf G})Y_{lm}(\hat{\mathbf r}).
$$

Reading off the coefficient of $Y_{lm}(\hat{\mathbf r})$ gives

$$
\psi_{lm}(r)=\frac{4\pi i^l}{\sqrt\Omega}
\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\tau}
j_l(Gr)Y_{lm}(\hat{\mathbf G}).
$$

At another Bloch vector, $\mathbf G$ becomes $\mathbf k+\mathbf G$. Because the harmonics are orthonormal, the sum of $Q_{lm}(R)$ over all $l,m$ is the whole charge in the sphere. The charge between spheres is not assigned, and the result depends on $R$.

The second definition uses atomic orbitals $\phi_\mu$ on all atoms. With $b_\mu=\langle\phi_\mu|\psi\rangle$ and $S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle$,

$$
\Big\|\psi-\sum_\mu a_\mu\phi_\mu\Big\|^2
=1-a^\dagger b-b^\dagger a+a^\dagger Sa .
$$

Setting the derivative with respect to $a^*$ to zero gives $Sa=b$. Inserting $a=S^{-1}b$ makes each of the last three terms equal to $b^\dagger S^{-1}b$ in size, and the minimum is

$$
\text{spilling}=1-b^\dagger S^{-1}b .
$$

The Löwdin weights $|(S^{-1/2}b)_\mu|^2$ add up to $b^\dagger S^{-1}b$, so weights and spilling together make one. The spilling tells you how much of the state the orbitals miss.

The matrix $S$ is needed. For two normalised s orbitals with overlap $s$, the bonding state is $(\phi_A+\phi_B)/\sqrt{2(1+s)}$. Each raw overlap is $(1+s)/\sqrt{2(1+s)}=\sqrt{(1+s)/2}$, so the two squares add up to $1+s$, which exceeds one for $s>0$.

**A dimer with three local potentials**

Take a model ion defined directly by its pseudopotentials, with no all-electron atom behind it. With $r$ in bohr and energies in hartree,

$$
V_s=-2.5\,e^{-(r/2)^2},\qquad V_p=V_s-1.5\,B_2(r),
$$

where $B_c(r)=[1-(r/c)^2]^3$ for $r<c$ and zero beyond. The three choices of $V_{\rm loc}$ are $V_s$ ("s-local"), $V_s+1.5B_{1.2}$ ("narrow") and $V_s+1.5B_2$ ("wide"). Channels with $l\ge2$ feel $V_{\rm loc}$ alone.

None of these choices puts a spurious level below the reference. Wherever a projector exists, $\delta V_l\le0$, so the lowest level of $T+V_{\rm loc}$ in that channel lies above $\varepsilon_l$. An attractive term with a single projector can bring at most one level below that old lowest level, and $\varepsilon_l$ is that level.

Diagonalizing the radial problem in spherical Bessel functions gives $\varepsilon_s=-1.070$ Ha and $\varepsilon_p=-0.509$ Ha. The s orbital has 0.888 of its charge within 2 bohr. Its normalised projector weight $w_s$ is 0.223 for the narrow choice and 0.552 for the wide one, while the s-local choice has no projector to use. The raw squares are 0.028 and 0.231 Ha², or 21 and 171 eV²: a supposed charge that changes with the energy unit.

Now place two ions 4 bohr apart in a periodic cell of $10\times10\times14$ bohr³, without electron interaction. The Hamiltonian is diagonalized at $\Gamma$ in 1497 plane waves, with a cutoff of 8 Ha. For the lowest $\sigma_g$ state, summed over both ions and with $R=2$ bohr:

| $V_{\rm loc}$ | projector s / p | sphere s / p | Löwdin s / p |
|---|---:|---:|---:|
| s-local | 0 / 0.031 | 0.749 / 0.085 | 0.851 / 0.139 |
| narrow | 0.164 / 0.024 | 0.749 / 0.085 | 0.851 / 0.139 |
| wide | 0.428 / 0.031 | 0.753 / 0.084 | 0.855 / 0.136 |

The energy lies between $-1.247$ and $-1.245$ Ha in all three cases. Small differences are to be expected: the Kleinman-Bylander construction fixes the reference orbitals, not every state of the dimer, and the channels with $l\ge2$ feel $V_{\rm loc}$ itself, which differs between the three choices. At this cutoff the wide level lies 1.7 mHa above the s-local one, and the narrow level only 0.1 mHa above it. The s sphere charge moves by 0.004, while the s projector weight moves from zero to 0.43. The third decimal in the table is not converged: at a cutoff of 32 Ha the entries shift by up to 0.002, the levels fall by about 0.3 mHa, and the gap of the wide level becomes 1.6 mHa.

Rescaling the projector weights to add up to one would not remove their dependence on $V_{\rm loc}$. The s-local row would then describe a pure p state. The s-to-p ratio would be 6 to 7 for the narrow choice and 13 to 14 for the wide one, depending on the cutoff, against about 9 for the sphere charges in both cases.

The p weights agree in the s-local and wide rows for a simple reason. There $\delta V_p$ is $-1.5B_2$ and $-3B_2$, so the normalised p projector is the same. The raw p square of the reference orbital would differ by a factor of four.

The next $\sigma_g$ state, near $-0.74$ Ha, is mostly p. At 8 Ha its p projector weight is 0.27, 0.21 and 0.27 in the order of the table. At 32 Ha it is 0.27, 0.22 and 0.28, and the level lies 2 to 3 mHa lower. Its p sphere charge is 0.62 to 0.63, to two digits, at both cutoffs.

The spilling of the lowest state is about 0.01, so the eight s and p orbitals describe it well. Its squared distance from the space spanned by the projectors is 0.97, 0.77 and 0.54. These distances refer to projectors cut off at the plane-wave cutoff. The uncut projectors are orthonormal, because their supports do not overlap, and for them the distance is one minus the weights in the table: 0.97, 0.81 and 0.54. The cut thus changes the s-local and wide values by less than 0.01, but the narrow value by about 0.05.

Sphere charges have a convention of their own. With the wide choice, the two spheres hold 0.85 of the electron, summed up to $l=6$, and 0.15 lies outside. Reducing $R$ to 1.5 bohr lowers the s charge from 0.75 to 0.55. Sphere and Löwdin numbers need not agree, because they divide space and state differently.

**Can the projector overlaps be rescued?**

Partly, if the radial shape stays atomic. Suppose $\psi_{lm}\approx A\phi_l$ inside the sphere. Then $\langle\chi|\psi\rangle\approx A\langle\chi|\phi\rangle$, and

$$
Q_{lm}(R)\approx
\frac{|\langle\chi_{lm}|\psi\rangle|^2}{|\langle\chi_{lm}|\phi_{lm}\rangle|^2}\,q_l(R),
$$

where $q_l(R)$ is the sphere charge of the reference orbital. The norm of $\chi$ cancels, so normalised weights may be used. For the s part of the lowest state the wide choice gives $(0.428/0.552)\times0.888=0.69$, and the narrow one gives $(0.164/0.223)\times0.888=0.65$. Relative to the sphere charges these are 9% and 13% too low. Since the formula is exact when $\psi_{lm}=A\phi_l$, the shortfall shows that the s component of the dimer state departs from the atomic shape inside the sphere. With the s-local choice the formula becomes $0/0$, and nothing can be recovered.

**What the squares do mean**

Multiply the strength $E_s$ by $1+t$. For a nondegenerate normalised eigenstate, differentiate $\varepsilon=\langle\psi|H|\psi\rangle$. The terms containing $d\psi/dt$ combine to $\varepsilon\,d\langle\psi|\psi\rangle/dt=0$, leaving

$$
\left.\frac{d\varepsilon}{dt}\right|_{t=0}
=\left\langle\psi\left|\frac{dH}{dt}\right|\psi\right\rangle
=E_s\sum_a|\langle\chi_{as}|\psi\rangle|^2 .
$$

This is the nonlocal energy of the s channel. For the wide choice, $\langle\phi_s|\delta V_s|\phi_s\rangle=-\sqrt{0.2313}=-0.481$ Ha, so $E_s=-2.079$ Ha$^{-1}$. The raw squares on the two ions add up to 0.1793 Ha², and the product is $-0.373$ Ha. Making the s projector term 1% stronger therefore lowers this level by about 3.7 mHa. That is a response to a chosen splitting of the potential, not a count of s electrons.

For your plot, use Löwdin weights, name the atomic orbitals they refer to, since the weights depend on that choice, and show the spilling; or use sphere charges and state the radius.
